**Electron waiting times from a sine-kernel determinant**

For a single channel with transmission \(T\) and bias \(V\) at zero temperature, the program computes the idle probability \(\Pi=\det(1-TK)\) and the waiting-time density \(W=\langle\tau\rangle\,d^2\Pi/d\tau^2\). Here \(K\) is the sine kernel on the time window, with time in units of \(h/(eV)\), and \(\langle\tau\rangle=h/(eVT)\). The program asserts agreement of the three-electron overlap determinant with a direct integral, the approach of finite-\(N\) determinants to the sine-kernel limit, and agreement of the end-point formulas with finite differences of \(\Pi\). It also asserts the moments, the short-time law, the bounds on \(\ln\Pi\) at sampled points, and agreement with simulated eigenphases of random unitary matrices under random deletion. At \(T=1\) the cumulative distribution differs from the Wigner surmise by at most 0.0016 on the sampled grid, and the relative variance is 0.1800. At \(T=0.05\) the largest difference from the exponential is 0.0210, and the relative variance is 0.9511. For a bias of 40 µV the mean wait grows from 103.4 ps to 2067.8 ps between these two transmissions. The output also sizes the effects of temperature, an energy-dependent barrier and unsplit spin for rough GaAs point-contact values.

## Numerical verification

```python
"""
Electron waiting times in one voltage-biased channel at zero temperature.

Result under test: with tau_bar = h/(eV), u = time/tau_bar, transmission T and
the sine kernel K(u,u') = sin(pi(u-u'))/(pi(u-u')) on an interval of length u,
    idle probability  Pi(u) = det(1 - T K),
    waiting density   W = <tau> d^2 Pi/d tau^2,   <tau> = tau_bar/T.
Scaled time s = time/<tau> = T u; p(s) is the density of s.
T = 1 gives a law close to the Wigner surmise; T -> 0 gives exp(-s).
"Relative variance" means variance of the wait divided by its squared mean.
"""
from functools import lru_cache
from math import ceil
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.special import erf


@lru_cache(maxsize=None)
def gauss_rule(count):
    return np.polynomial.legendre.leggauss(count)


def gauss_on(a, b, count):
    x, w = gauss_rule(count)
    return a + (b - a) * (x + 1) / 2, (b - a) * w / 2


def window_matrix(u, T, extra=24):
    """Nodes, root weights and the discretised operator 1 - T K."""
    count = 40 * ceil((1.6 * u + extra) / 40)
    t, w = gauss_on(0.0, u, count)
    r = np.sqrt(w)
    kernel = np.sinc(t[:, None] - t[None, :])
    return t, r, np.eye(count) - T * r[:, None] * kernel * r[None, :]


def idle(u, T, extra=24):
    return np.linalg.det(window_matrix(u, T, extra)[2])


def survival_and_density(s, T):
    """Probability that the wait exceeds s, and density p(s)."""
    u = s / T
    t, r, matrix = window_matrix(u, T)
    left = T * r * np.sinc(t)
    right = T * r * np.sinc(u - t)
    solved = np.linalg.solve(matrix, left)
    r_same = T + left @ solved
    r_cross = T * np.sinc(u) + right @ solved
    empty = np.linalg.det(matrix)
    return empty * r_same / T, empty * (r_same**2 - r_cross**2) / T**2


def s_limit(T):
    return 5 + 13 * (1 - T)


def idle_integral(T, power=1):
    s, w = gauss_on(0.0, s_limit(T), 60)
    return sum(wi * idle(si / T, T)**power for si, wi in zip(s, w))


def relative_variance(T):
    return 2 * idle_integral(T) - 1


def full_count_variance(u):
    """Variance of the count in a window u at T = 1, from pair correlations."""
    pair = quad(lambda x: (u - x) * np.sinc(x)**2, 0, u, limit=400)[0]
    return u - 2 * pair


def surmise_density(s):
    return 32 * s**2 / np.pi**2 * np.exp(-4 * s**2 / np.pi)


def surmise_survival(s):
    return 1 - erf(2 * s / np.sqrt(np.pi)) + 4 * s / np.pi * np.exp(-4 * s**2 / np.pi)


def finite_idle(u, T, N):
    """Overlap determinant for N electrons in N levels, time period N tau_bar."""
    k = np.arange(N)
    overlap = u / N * np.sinc((k[:, None] - k[None, :]) * u / N)
    return np.linalg.det(np.eye(N) - T * overlap)


# Three electrons, both output arms: integrate |Slater determinant|^2 over all
# outcomes with no electron in the transmitted arm during the window.
T3, u3 = 0.6, 1.1
orbitals, weights = [], []
for a, b, amplitude in [(u3, 3.0, np.sqrt(T3)),
                        (0.0, u3, 1j * np.sqrt(1 - T3)),
                        (u3, 3.0, 1j * np.sqrt(1 - T3))]:
    t, w = gauss_on(a, b, 14)
    waves = np.exp(2j * np.pi * np.outer(t, np.arange(3)) / 3) / np.sqrt(3)
    orbitals.append(amplitude * waves)
    weights.append(w)
orbitals, weights = np.vstack(orbitals), np.concatenate(weights)
i, j, k = [g.ravel() for g in np.meshgrid(*[np.arange(len(weights))] * 3, indexing="ij")]
slater = np.linalg.det(np.stack([orbitals[i], orbitals[j], orbitals[k]], axis=1))
brute = np.sum(weights[i] * weights[j] * weights[k] * np.abs(slater)**2) / 6
three_det = finite_idle(u3, T3, 3)
assert abs(brute - three_det) < 1e-9

# Many-electron limit: finite-N determinants approach the sine kernel as 1/N^2.
limit_value = idle(1.5, 0.5)
error40 = abs(finite_idle(1.5, 0.5, 40) - limit_value)
error80 = abs(finite_idle(1.5, 0.5, 80) - limit_value)
assert 3.5 < error40 / error80 < 4.5 and error80 < 1e-3

# Node convergence of the determinant.
node_shift = max(abs(idle(u, T) - idle(u, T, 104))
                 for u, T in [(1.0, 1.0), (6.0, 0.5), (40.0, 0.05)])
assert node_shift < 1e-11

# End-point formulas against finite differences of the idle probability.
h = 2e-3
for T, s in [(1.0, 0.8), (0.5, 0.6), (0.2, 1.3)]:
    lo, mid, hi = [idle((s + d) / T, T) for d in (-h, 0, h)]
    surv, dens = survival_and_density(s, T)
    assert abs(-(hi - lo) / (2 * h) - surv) < 3e-4
    assert abs((hi - 2 * mid + lo) / h**2 - dens) < 1e-3

# Norm, mean and second moment from the density itself.
for T in (1.0, 0.5):
    s, w = gauss_on(0.0, s_limit(T), 80)
    p = np.array([survival_and_density(x, T)[1] for x in s])
    assert abs(w @ p - 1) < 1e-5 and abs(w @ (s * p) - 1) < 1e-4
    assert abs(w @ (s**2 * p) - 2 * idle_integral(T)) < 2e-4

# Short-time Pauli hole at every transmission.
for T in (1.0, 0.5, 0.05):
    s = 0.02 * T
    hole = np.pi**2 * s**2 / (3 * T**2)
    assert abs(survival_and_density(s, T)[1] / hole - 1) < 2e-3

# Two-sided bound on ln Pi, growth of the count variance, counting noise.
for T in (0.3, 0.7):
    for u in (0.5, 3.0, 12.0):
        excess = np.log(idle(u, T)) - u * np.log(1 - T)
        variance = full_count_variance(u)
        assert T**2 / 2 * variance < excess < T**2 / (2 * (1 - T)**2) * variance
variance12 = full_count_variance(12.0)
log_law12 = (np.log(2 * np.pi * 12) + 1 + np.euler_gamma) / np.pi**2
assert abs(variance12 - log_law12) < 2e-3
step, T = 1e-2, 0.4
cumulant = sum(np.log(idle(12.0, T * (1 - np.exp(x)))) for x in (-step, step)) / step**2
assert abs(cumulant - (T * (1 - T) * 12 + T**2 * variance12)) < 1e-3

# Simulation: eigenphases of random unitary matrices have the Slater density;
# random deletion with survival probability T models the scatterer.
rng = np.random.default_rng(7)
N, samples = 40, 1500
z = rng.normal(size=(samples, N, N)) + 1j * rng.normal(size=(samples, N, N))
q, r = np.linalg.qr(z)
diagonal = np.einsum("aii->ai", r)
q = q * (diagonal / np.abs(diagonal))[:, None, :]
times = np.sort(np.angle(np.linalg.eigvals(q)) % (2 * np.pi), axis=1) * N / (2 * np.pi)
simulated = {}
for T in (1.0, 0.5):
    gaps = []
    for row in times:
        kept = row[rng.random(N) < T]
        if len(kept) > 0:
            gaps.append(np.diff(np.append(kept, kept[0] + N)))
    gaps = T * np.concatenate(gaps)
    simulated[T] = np.mean(gaps**2) / np.mean(gaps)**2 - 1
    assert abs(simulated[T] - relative_variance(T)) < (0.01 if T == 1 else 0.06)
    for s in (0.5, 1.0, 1.5):
        assert abs(np.mean(gaps > s) - survival_and_density(s, T)[0]) < 0.015
ring_gaps = np.diff(np.hstack([times, times[:, :1] + N]), axis=1) - 1
neighbour = np.mean(ring_gaps * np.roll(ring_gaps, 1, axis=1)) / np.mean(ring_gaps**2)
assert neighbour < -0.2

# Crossover: largest distance between distribution functions.
transmissions = [1.0, 0.8, 0.5, 0.2, 0.1, 0.05]
grid = np.linspace(0.02, 5.0, 126)
rel_var, to_wigner, to_exp = {}, {}, {}
for T in transmissions:
    pairs = np.array([survival_and_density(s, T) for s in grid])
    to_wigner[T] = np.max(np.abs(pairs[:, 0] - surmise_survival(grid)))
    to_exp[T] = np.max(np.abs(pairs[:, 0] - np.exp(-grid)))
    rel_var[T] = relative_variance(T)
    if T == 1.0:
        density_gap = np.max(np.abs(pairs[:, 1] - surmise_density(grid)))
assert to_wigner[1.0] < 0.01 and density_gap < 0.02
for a, b in zip(transmissions, transmissions[1:]):
    assert to_exp[b] < to_exp[a] and to_wigner[b] > to_wigner[a]
    assert rel_var[b] > rel_var[a]
assert 1.5 < to_exp[0.1] / to_exp[0.05] < 2.2
weak = 0.05
weak_law = 1 - weak + weak**2 * ((np.log(2 * np.pi / weak) + 1) / np.pi**2 - 1 / 6)
assert abs(rel_var[weak] - weak_law) < 3e-4
surmise_variance = quad(lambda s: s**2 * surmise_density(s), 0, 12)[0] - 1
assert abs(surmise_variance - (3 * np.pi / 8 - 1)) < 1e-8

# Example: spin-split point contact in GaAs, rough typical values.
bias_V, temperature_K, field_T, g_factor, barrier_eV = 40e-6, 0.020, 8.0, 0.44, 1e-3
tau_ps = const.h / (const.e * bias_V) * 1e12
thermal_eV = const.k * temperature_K / const.e
zeeman_eV = g_factor * const.physical_constants["Bohr magneton in eV/T"][0] * field_T
current_nA = const.e / (tau_ps * 1e-12) * 1e9


def variance_from_occupation(occupation, x_max, T):
    """Relative variance and rate for occupation n(E/eV) above the threshold."""
    x, w = gauss_on(0.0, x_max, 200)
    filled = w * occupation(x)
    rate = filled.sum()
    total = 0.0
    lengths, length_weights = gauss_on(0.0, s_limit(T) / rate, 60)
    for u, wu in zip(lengths, length_weights):
        t, wt = gauss_on(0.0, u, 40 * ceil((1.6 * x_max * u + 24) / 40))
        waves = np.sqrt(wt)[:, None] * np.exp(-2j * np.pi * np.outer(t, x))
        matrix = np.eye(len(t)) - (waves * filled) @ waves.conj().T
        total += wu * np.linalg.det(matrix).real
    return 2 * rate * total - 1, rate


theta = thermal_eV / bias_V


def thermal_occupation(T):
    return lambda x: (T / (1 + np.exp((x - 1) / theta)) + (1 - T) / (1 + np.exp(x / theta)))


def barrier_transmission(x):
    return 1 / (1 + np.exp(-2 * np.pi * bias_V * (x - 0.5) / barrier_eV))


sharp = variance_from_occupation(lambda x: 0.5 + 0 * x, 1.0, 0.5)[0]
assert abs(sharp - rel_var[0.5]) < 1e-5
thermal = {T: variance_from_occupation(thermal_occupation(T), 1 + 15 * theta, T)
           for T in (1.0, 0.5)}
barrier_var = variance_from_occupation(barrier_transmission, 1.0, 0.5)[0]
unsplit = {T: 4 * idle_integral(T, 2) - 1 for T in (1.0, 0.5)}
edge_T = barrier_transmission(np.array([0.0, 1.0]))

print(f"bias {bias_V*1e6:.0f} uV; electron temperature {temperature_K*1e3:.0f} mK; field {field_T:.0f} T")
print(f"|g| {g_factor:.2f}; barrier energy scale {barrier_eV*1e6:.0f} ueV")
print(f"h/(eV) = {tau_ps:.2f} ps; current at T=1 = {current_nA:.3f} nA")
print(f"thermal energy {thermal_eV*1e6:.2f} ueV; bare Zeeman energy {zeeman_eV*1e6:.0f} ueV")
print("T | mean wait ps | std ps | relative variance | max CDF distance to surmise | to exponential")
for T in transmissions:
    print(f"{T:.2f} | {tau_ps/T:.1f} | {tau_ps/T*np.sqrt(rel_var[T]):.1f} | {rel_var[T]:.4f}"
          f" | {to_wigner[T]:.4f} | {to_exp[T]:.4f}")
print(f"surmise relative variance {surmise_variance:.4f}; max density gap at T=1 {density_gap:.4f}")
print(f"weak-transmission formula at T={weak}: relative variance {weak_law:.4f}")
print("scaled density p(s): s | T=1 | surmise | T=0.5 | T=0.05 | exponential")
for s in (0.01, 0.25, 0.5, 0.75, 1.0, 1.5, 2.0, 3.0):
    p1, p5, p05 = [survival_and_density(s, T)[1] for T in (1.0, 0.5, 0.05)]
    print(f"{s:.2f} | {p1:.5f} | {surmise_density(s):.5f} | {p5:.5f} | {p05:.5f} | {np.exp(-s):.5f}")
print(f"three electrons, T={T3}, u={u3}: integral {brute:.8f}, determinant {three_det:.8f}")
print(f"idle probability T=0.5, u=1.5: {limit_value:.6f}")
print(f"its finite-N error: N=40 {error40:.2e}, N=80 {error80:.2e}")
print(f"largest shift of idle probability with more nodes {node_shift:.1e}")
print(f"count variance T=1, u=12: {variance12:.4f}; logarithmic law {log_law12:.4f}")
print(f"simulation ({samples} matrices, N={N}): relative variance T=1 {simulated[1.0]:.3f}, T=0.5 {simulated[0.5]:.3f}")
print(f"simulated correlation of neighbouring waits at T=1: {neighbour:.2f}")
print("neglected effects, relative variance:")
for T in (1.0, 0.5):
    print(f"T={T}: ideal {rel_var[T]:.4f}, with temperature {thermal[T][0]:.4f}, unsplit spin {unsplit[T]:.4f}")
    print(f"T={T}: detected rate with temperature / ideal rate = {thermal[T][1]/T:.4f}")
print(f"barrier: T runs {edge_T[0]:.3f} to {edge_T[1]:.3f} across the bias window")
print(f"barrier: shift of relative variance at mean T=0.5: {barrier_var-sharp:.2e}")
print("done: every assertion held")
```

It prints:

```
bias 40 uV; electron temperature 20 mK; field 8 T
|g| 0.44; barrier energy scale 1000 ueV
h/(eV) = 103.39 ps; current at T=1 = 1.550 nA
thermal energy 1.72 ueV; bare Zeeman energy 204 ueV
T | mean wait ps | std ps | relative variance | max CDF distance to surmise | to exponential
1.00 | 103.4 | 43.9 | 0.1800 | 0.0016 | 0.2804
0.80 | 129.2 | 73.7 | 0.3253 | 0.0821 | 0.2402
0.50 | 206.8 | 154.4 | 0.5577 | 0.1859 | 0.1691
0.20 | 517.0 | 465.9 | 0.8123 | 0.2480 | 0.0784
0.10 | 1033.9 | 982.9 | 0.9037 | 0.2656 | 0.0405
0.05 | 2067.8 | 2016.6 | 0.9511 | 0.2734 | 0.0210
surmise relative variance 0.1781; max density gap at T=1 0.0052
weak-transmission formula at T=0.05: relative variance 0.9511
scaled density p(s): s | T=1 | surmise | T=0.5 | T=0.05 | exponential
0.01 | 0.00033 | 0.00032 | 0.00132 | 0.12486 | 0.99005
0.25 | 0.18942 | 0.18714 | 0.59397 | 0.81402 | 0.77880
0.50 | 0.59323 | 0.58959 | 0.95143 | 0.63026 | 0.60653
0.75 | 0.89074 | 0.89111 | 0.68253 | 0.48780 | 0.47237
1.00 | 0.90290 | 0.90759 | 0.50787 | 0.37749 | 0.36788
1.50 | 0.41460 | 0.41579 | 0.26053 | 0.22605 | 0.22313
2.00 | 0.08130 | 0.07963 | 0.13219 | 0.13536 | 0.13534
3.00 | 0.00035 | 0.00031 | 0.03362 | 0.04853 | 0.04979
three electrons, T=0.6, u=1.1: integral 0.41881493, determinant 0.41881493
idle probability T=0.5, u=1.5: 0.387704
its finite-N error: N=40 2.00e-05, N=80 5.00e-06
largest shift of idle probability with more nodes 6.1e-16
count variance T=1, u=12: 0.5978; logarithmic law 0.5978
simulation (1500 matrices, N=40): relative variance T=1 0.179, T=0.5 0.546
simulated correlation of neighbouring waits at T=1: -0.30
neglected effects, relative variance:
T=1.0: ideal 0.1800, with temperature 0.1870, unsplit spin 0.4239
T=1.0: detected rate with temperature / ideal rate = 1.0000
T=0.5: ideal 0.5577, with temperature 0.5590, unsplit spin 0.6254
T=0.5: detected rate with temperature / ideal rate = 1.0299
barrier: T runs 0.469 to 0.531 across the bias window
barrier: shift of relative variance at mean T=0.5: -6.07e-04
done: every assertion held
```
